# How Constant-Current Stabilization Changes the Spin Asymmetry of Tunneling Conductance, part 2

A spin-polarized tunneling spectrum is recorded with tip and sample magnetizations parallel (P) and antiparallel (AP). In each configuration $c$, feedback at the setpoint bias $V_s$ (sample relative to tip) first sets the current to $I_s$, at height $z_P$ or $z_{AP}$. The height is then frozen and the conductance $g_c(V)$ recorded. The problem is how the recorded asymmetry $a_m=(g_P-g_{AP})/(g_P+g_{AP})$ relates to the true one.

At a common height, with currents $I_c$ and conductances $G_c=\partial I_c/\partial V$, $a=(G_P-G_{AP})/(G_P+G_{AP})$ at bias $V$ and $b=(I_P-I_{AP})/(I_P+I_{AP})$ at $V_s$. If height enters through one common factor,

$$I_c(V,z)=f(z)\,i_c(V),\qquad f(z)>0, \tag{1}$$

the simple law holds:

$$a_m=\frac{a-b}{1-ab} . \tag{3}$$

For $f(z)=e^{-2\kappa z}$, with $\kappa=\sqrt{2m\phi}/\hbar$ and barrier height $\phi$,

$$\kappa\,(z_P-z_{AP})=\operatorname{artanh}b,\qquad b=\tanh[\kappa(z_P-z_{AP})]. \tag{5}$$

Solving (3) for $a$ gives

$$a=\frac{a_m+b}{1+a_mb} . \tag{6}$$

With $S_G=G_P+G_{AP}$ and zero current at zero bias,

$$b=\frac{\int_0^{V_s}a(V)\,S_G(V)\,dV}{\int_0^{V_s}S_G(V)\,dV} . \tag{7}$$

For unequal decay rates, $a$ and $b$ are taken at $z_P$. With $k_G$ and $k_I$ the mean decay rates of the AP conductance at $V$ and AP current at $V_s$ between the two heights,

$$\operatorname{artanh}a_m=\operatorname{artanh}a-r\operatorname{artanh}b,\qquad r=\frac{k_G}{k_I}. \tag{8}$$

For $r$ close to 1, the simple law's error is

$$a_m-\frac{a-b}{1-ab}\approx-(1-a_m^2)(r-1)\operatorname{artanh}b . \tag{9}$$

The example is a model sample with constant majority density $M=1$ (relative units) and minority density

$$N(E)=0.5+\frac{5w^2}{(E-E_0)^2+w^2},\qquad E_0=-0.3\ \text{eV},\quad w=0.06\ \text{eV},$$

with $E$ measured from the sample Fermi level. The tip polarization is $p=0.4$. The majority and minority channels have weights $\tfrac12(1\pm p)$ in P, exchanged in AP. The current is the energy integral of the weighted densities between the two Fermi levels, times $e^{-2\kappa z}$ and one conductance quantum. The barrier is 4.7 eV ($\kappa=11.107$ nm$^{-1}$), $|I_s|=1$ nA, and the temperature is 4.2 K. At low temperature,

$$a(V)=p\,\frac{M-N(eV)}{M+N(eV)} .$$

At the peak, $V=-0.3$ V, the minority density is 5.5 and

$$a=0.4\times\frac{1-5.5}{1+5.5}=-0.277 .$$

At $V=-0.15$ V it is 1.190, which gives $a=-0.035$. At $V=+0.3$ V it is 0.5495, which gives $a=+0.116$.

The setpoint asymmetry has the same form, with the densities replaced by their integrals over the bias window. For $V_s=-0.6$ V the majority integral is 0.6 eV. The minority integral is

$$0.5\times0.6+5\times0.06\times2\arctan5=1.124\ \text{eV},$$

because the window extends five half widths to either side of the peak. Thus

$$b=0.4\times\frac{0.600-1.124}{0.600+1.124}=-0.122 .$$

The antiparallel configuration carries more current, so its tip stands higher. The heights are 0.4943 nm for P and 0.5053 nm for AP. Their difference of $-11.0$ pm agrees with $\operatorname{artanh}(b)/\kappa$.

The recorded asymmetry at the peak follows from the law:

$$a_m=\frac{-0.2769+0.1216}{1-0.2769\times0.1216}=-0.161 .$$

The same number can be followed through the conductances. At the common height 0.4943 nm they are 3.103 nS for P and 5.480 nS for AP, and the antiparallel setpoint current there would be 1.277 nA in magnitude. The feedback reduces the latter to 1 nA, and with it the antiparallel conductance to $5.4801/1.2768=4.292$ nS. The recorded asymmetry is then $(3.103-4.292)/(3.103+4.292)=-0.161$. More than 40% of the true asymmetry at the peak has been removed.

At $V=+0.3$ V, where $a$ and $b$ have opposite signs, the recorded value is $+0.235$, about twice the true $+0.116$. At $V=-0.15$ V the true value lies between $b$ and zero, and the record shows $+0.087$ in place of $-0.035$. On the upper flank of the peak the true asymmetry crosses zero at $-0.120$ V and the recorded one at $-0.2025$ V, where $a=b$. Between these two biases the recorded sign is wrong, over a range of about 80 mV.

Changing the setpoint to $+0.6$ V, with all other parameters held fixed, moves the integration window away from the peak. The minority integral falls to 0.339 eV and $b$ becomes $+0.111$. The parallel tip now stands higher, by 10.0 pm. The three recorded asymmetries become $-0.376$ at the peak, $-0.145$ at $-0.15$ V and $+0.005$ at $+0.3$ V. The same junction thus appears strongly polarized at the peak and almost unpolarized above the Fermi level, whereas the first setpoint suggested the reverse ordering. Equation (6), with $b$ taken from the height difference, was tested on both sets of simulated spectra. It returns $-0.277$, $-0.035$ and $+0.116$ from either setpoint.

In this model there is also a setpoint that needs no correction. For $V_s$ between $-0.12$ V and zero, $b$ is a weighted mean of positive values of $a$ and is therefore positive. At $V_s=-0.6$ V it is negative. Since $b$ varies continuously with $V_s$, it passes through zero in between, and there $a_m=a$ at every measuring bias. In an experiment such a setpoint would be recognized by equal heights in the two configurations. This needs no common decay factor, because at equal heights the two conductances are recorded at one common height anyway. It does require two configurations that differ in nothing but their relative magnetization.

The parameters lie in the regime of cobalt islands on Cu(111) studied with a chromium-coated tip. These islands have a minority-spin peak roughly 0.3 eV below the Fermi level. The barrier, the tip polarization and the peak width are rough typical values, and the densities are schematic. The real islands also have a dispersing surface state that forms standing waves, so $a$ and $b$ vary with position and should be taken at the same point. If P and AP are realized on two islands of opposite magnetization, differences in size or structure add to the height difference and falsify the $b$ obtained from it. The assumption that a real junction certainly breaks is that of one decay rate for all electrons. Its effect can be estimated by changing the model in one respect at a time, at $V_s=-0.6$ V.

Consider first a barrier whose mean height follows the energy of the electron and the applied bias, $\phi+eV/2-E$. At the peak it changes $a$ from $-0.277$ to $-0.263$ and $a_m$ from $-0.161$ to $-0.147$. The ratio of decay rates is $r=1.0108$. Equation (9), with $b=-0.1196$, predicts an error of the simple law of

$$(1-0.147^2)\times0.0108\times0.120=0.0013 ,$$

which is the largest error found at the three measuring biases. It is about 1% of $a_m$ at the peak. At the peak the tilted barrier thus alters the asymmetries themselves about ten times more than it alters the relation between them. The error of the simple law grows at more negative bias, where the bias dependence of the barrier contributes more to the conductance, and reaches about 0.0035, or 3.5% of $a_m$, at $V=-0.6$ V. The mean-value rule (7) was tested for this barrier too: the weighted mean of $a$ and the directly computed $b$ are both $-0.1196$.

Faster decay of the minority states has a larger effect on the input asymmetries. A state with momentum $\hbar k_\parallel$ along the surface decays at the rate $\sqrt{\kappa^2+k_\parallel^2}$, because the energy in the lateral motion is not available for crossing the barrier. For an assumed $k_\parallel=3$ nm$^{-1}$ the rate rises from 11.1 to 11.5 nm$^{-1}$. At a height of 0.49 nm this multiplies the minority current by about $e^{-2\times0.40\times0.49}\approx0.68$. The integrated minority contribution drops from 1.124 to about 0.76 eV, much closer to the majority value of 0.6 eV, and $b$ shrinks to $-0.048$. At the peak, $a$ becomes $-0.231$ and $a_m$ becomes $-0.185$. The simple law still holds to within 0.0005 at the three biases. A computation that takes $a$ and $b$ from densities of states at the surface, without the decay into the vacuum, would therefore apply a correct law to poor inputs.

Image forces lower the barrier. For a charge midway between two ideal metal planes a distance $z$ apart, the image charges alternate in sign at distances $z,2z,3z,\dots$ on both sides. The two sides contribute equally to the potential, and the energy is half the charge times this potential because the image charges are induced. The factors 2 and one half cancel, and the energy is

$$-\frac{e^2}{4\pi\varepsilon_0z}\left(1-\tfrac12+\tfrac13-\dots\right)=-\frac{e^2\ln2}{4\pi\varepsilon_0z}.$$

At 0.494 nm this amounts to 2.02 eV, a large part of the barrier. If this mid-gap value is used for the whole barrier, the lowering depends on height alone. It is then part of the common factor $f(z)$ and leaves $a$, $b$ and $a_m$ unchanged. It does affect the conversion of a height difference into $b$. The lowered barrier also lets the same current flow at a larger height. Let $u$ be the lowering divided by 4.7 eV. The condition $z\sqrt{1-u}=0.494$ nm then gives $z=0.61$ nm and $u=0.35$. Differentiating the exponent $2\kappa z\sqrt{1-u}$, where $u\propto1/z$, gives at this height a local decay rate

$$\kappa\,\frac{1-u/2}{\sqrt{1-u}}\approx1.02\,\kappa .$$

This value belongs to the mid-gap model. If the image potential is instead followed across the whole gap, the local decay rate comes out about 10% below $\kappa$, so even the direction of the correction depends on the model. The decay rate in (5) is therefore better taken from a measured current-height curve at $V_s$ than from an assumed barrier.

Room temperature smears the peak. The tip polarization and the densities are held fixed here, so the numbers test the law and do not describe cobalt islands with a chromium tip, which are studied at cryogenic temperature. At 300 K the true asymmetry at the peak is $-0.247$ and the recorded one $-0.130$, while $b$ hardly moves, since smearing affects the integrated current only near the two ends of the bias window, and there only at order $(k_BT)^2$ times the slope of the density. With a slope of 1.23 eV$^{-1}$ in magnitude at each end, the minority integral falls by about $\tfrac{\pi^2}{6}(k_BT)^2\times2\times1.23\ \text{eV}^{-1}\approx0.003$ eV out of 1.124 eV. A lock-in modulation of 10 mV rms changes $a$ to $-0.276$ and $a_m$ to $-0.159$. In both cases the simple law was tested at the three biases and holds to numerical precision, as expected for linear smearing with a common decay factor.

The recorded asymmetry is also sensitive to the stability of the height. If the antiparallel tip stands too high by $\delta$ after the loop is opened, its conductance is multiplied by $e^{-2\kappa\delta}$, and $\operatorname{artanh}a_m$ increases by $\kappa\delta$. For small $\delta$ the change is

$$\delta a_m\approx(1-a_m^2)\,\kappa\delta .$$

An error of 1 pm changes $a_m$ at the peak by $+0.011$, or 7% of its magnitude. That is about eight times the error of the simple law due to the tilted barrier at the peak, and about three times its error at $V=-0.6$ V. Separately, an error of 1 pm in the measured height difference $z_P-z_{AP}$ changes $\operatorname{artanh}b$ by $\kappa$ times 1 pm, or 0.011, and shifts the asymmetry reconstructed from (6) by a similar amount. Drift between the two stabilizations therefore has to be small compared with the 11 pm that carry the magnetic signal.

Effects that change the electronic states between the two configurations lie outside this treatment. A stray field of the tip that alters the sample magnetization, or a force that displaces surface atoms, makes $i_c(V)$ itself depend on height. The size of such effects has not been estimated here. A useful test is to repeat the measurement at several setpoint currents with $V_s$ fixed. Under the common-factor assumption $a_m$ does not depend on $I_s$, so a systematic variation shows that the assumption fails. The absence of a visible variation does not prove the assumption, because modest differences between the decay rates can change $a_m$ only slightly. In the model above, a factor of ten in $I_s$ moves $a_m$ by at most 0.005 at the three biases and by about 0.01 at $V=-0.5$ V with the tilted barrier, which is comparable to the effect of a height error of 1 pm. The numerical output below gives the values for both setpoints and for each modification of the model.

## Computed results

```
mean barrier 4.7 eV, tip polarization 0.4
majority density 1.0, flat minority density 0.5
minority peak: height 5.0, at -0.3 eV, half width 0.06 eV
setpoint current 1.0 nA, temperature 4.2 K
decay constant kappa = 11.107 1/nm
V = -0.30 V: minority density 5.5000, true a = -0.2769
V = -0.15 V: minority density 1.1897, true a = -0.0346
V = +0.30 V: minority density 0.5495, true a = +0.1163
Vs = -0.6 V: integrated minority density 1.1240 eV, b = -0.1216
  heights P 0.4943 nm, AP 0.5053 nm, difference -11.00 pm
  V = -0.30 V: measured a_m = -0.1607, recovered a = -0.2769
  V = -0.15 V: measured a_m = +0.0873, recovered a = -0.0347
  V = +0.30 V: measured a_m = +0.2346, recovered a = +0.1163
Vs = +0.6 V: integrated minority density 0.3392 eV, b = +0.1110
  heights P 0.4775 nm, AP 0.4675 nm, difference +10.04 pm
  V = -0.30 V: measured a_m = -0.3764, recovered a = -0.2769
  V = -0.15 V: measured a_m = -0.1451, recovered a = -0.0347
  V = +0.30 V: measured a_m = +0.0053, recovered a = +0.1163
Vs = -0.6 V, common height 0.4943 nm: |I_P| = 1.0000 nA, |I_AP| = 1.2768 nA
  at V = -0.3 V there: G_P = 3.1033 nS, G_AP = 5.4801 nS
  AP at its own height: g_AP = 4.2920 nS
  setpoint conductance / quantum = 2.15e-05
zero crossing: true a at -0.1200 V, a_m at -0.2025 V
tilted barrier: areas of recorded spectra P 1.00000 nA, AP 1.00000 nA
  weighted mean of a = -0.11956, b = -0.11956
no minority peak: true a = +0.1333, b = +0.1333, |a_m| = 0.0000
mid-gap image lowering at 0.494 nm: 2.02 eV
effects at Vs = -0.6 V, V = -0.3 V; err = largest |a_m - law| of 3 biases
  tilted barrier: a -0.2632, b -0.1196, a_m -0.1470, r 1.0108, err 0.00127
  image lowering: a -0.2769, b -0.1216, a_m -0.1607, r 1.0000, err 0.00000
  minority k_par 3.0 1/nm: a -0.2309, b -0.0477, a_m -0.1850, r 1.0052, err 0.00045
  temperature 300 K: a -0.2473, b -0.1211, a_m -0.1302, r 1.0000, err 0.00000
  lock-in 10 mV rms: a -0.2756, b -0.1216, a_m -0.1594, r 1.0000, err 0.00000
largest error: simple law 1.3e-03, law with r 5.1e-10
AP height error 1 pm: a_m changes by +0.0108
```
